# Continued Fraction for Nonlocal Transverse Conductivity on a Circular Fermi Line: a program that tests the result

```python
"""Static transverse conductivity of a circular Fermi line.

Result under test: sigma_T(q)/sigma_T(0) = 2/(1 + sqrt(1 + x^2)), x = q*lambda,
when all angular harmonics m >= 1 relax at one rate.
q: wavevector of the transverse field; lambda: transport mean free path.
N: number of sine harmonics kept; r = (s-1)/(s+1), s = sqrt(1+x^2).
rates: relaxation rates of harmonics 1, 2, ... in units of the first.
The example has round parameters in the rough regime of doped graphene.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def closed_ratio(x):
    return 2 / (1 + np.sqrt(1 + x * x))


def integral_ratio(x):
    """Real part of the angular integral; the imaginary part is odd."""
    def integrand(angle):
        return np.sin(angle)**2 / (1 + (x * np.cos(angle))**2)
    return 4 * quad(integrand, 0, np.pi / 2, epsabs=1e-12)[0] / np.pi


def matrix_ratio(x, count):
    """Galerkin solution with matrix elements found by quadrature."""
    points = 4 * count + 16
    angle = 2 * np.pi * np.arange(points) / points
    sines = np.sin(np.outer(np.arange(1, count + 1), angle))
    operator = (sines * (1 + 1j * x * np.cos(angle))) @ sines.T * 2 / points
    source = np.zeros(count)
    source[0] = 1
    return np.linalg.solve(operator, source)[0].real


def fraction_ratio(x, rates):
    tail = rates[-1]
    for rate in rates[-2::-1]:
        tail = rate + x * x / 4 / tail
    return rates[0] / tail


def decay(x):
    s = np.sqrt(1 + x * x)
    return (s - 1) / (s + 1)


def truncation_error(x, count):
    r = decay(x)
    return -(-r)**count * (1 + r) / (1 - (-r)**(count + 1))


def two_rate_ratio(x, g):
    return 1 / (1 + (np.sqrt(g * g + x * x) - g) / 2)


def angular_rate(kernel, m):
    points = 2000
    phi = 2 * np.pi * (np.arange(points) + 0.5) / points
    return np.mean(kernel(phi) * (1 - np.cos(m * phi)))


def collision_ratio(x, kernel):
    """Solve the collision equation on angle grids, then extrapolate in 1/n."""
    first_rate = angular_rate(kernel, 1)
    values = []
    for n in (300, 600):
        angle = 2 * np.pi * np.arange(n) / n
        offset = angle[:, None] - angle[None, :]
        np.fill_diagonal(offset, np.pi)
        gain = kernel(offset) / (n * first_rate)
        np.fill_diagonal(gain, 0)
        operator = np.diag(gain.sum(axis=1) + 1j * x * np.cos(angle)) - gain
        response = np.linalg.solve(operator, np.sin(angle))
        values.append(2 * np.mean(np.sin(angle) * response).real)
    return 2 * values[1] - values[0]


def isotropic(phi):
    return np.ones_like(phi)


def short_range(phi):
    return 1 + np.cos(phi)


def charged(phi):
    return 1 / np.tan(phi / 2)**2


# Closed result, continued fraction and direct angular integral
for x in (0.1, 1.0, np.pi, 10.0):
    assert abs(integral_ratio(x) - closed_ratio(x)) < 1e-9
    assert abs(fraction_ratio(x, np.ones(400)) - integral_ratio(x)) < 1e-9
    # The density-conserving collision operator gives the same answer
    assert abs(collision_ratio(x, isotropic) - closed_ratio(x)) < 1e-8

# Decay and phase of the harmonics of the full angular solution
grid = 2 * np.pi * np.arange(4000) / 4000
solution = np.sin(grid) / (1 + 1j * np.pi * np.cos(grid))
harmonics = [2 * np.mean(solution * np.sin(m * grid)) for m in range(1, 8)]
for lower, upper in zip(harmonics[:-1], harmonics[1:]):
    assert abs(upper / lower + 1j * np.sqrt(decay(np.pi))) < 1e-9

# Truncated matrices against the error law, and their alternating sign
counts = (1, 2, 3, 4, 5, 6, 8, 12, 16, 24, 32)
for x in (1.0, np.pi, 10.0):
    for count in counts:
        truncated = matrix_ratio(x, count)
        error = truncated / integral_ratio(x) - 1
        assert abs(error - truncation_error(x, count)) < 1e-8
        assert abs(truncated - fraction_ratio(x, np.ones(count))) < 1e-10
        if abs(error) > 1e-7:
            assert (error > 0) == (count % 2 == 1)
for count in (3, 5, 7):
    assert abs(matrix_ratio(1e4, count) * (count + 1) / 2 - 1) < 1e-5
for count in (2, 4, 6):
    assert abs(matrix_ratio(1e4, count) * 1e8 / (2 * count) - 1) < 1e-5
assert abs(closed_ratio(1e4) * 1e4 / 2 - 1) < 1e-3


def harmonics_needed(x, tolerance):
    """Smallest N from which all later truncations stay within tolerance."""
    target = closed_ratio(x)
    last_bad = 0
    for count in range(1, 501):
        value = fraction_ratio(x, np.ones(count))
        if abs(value / target - 1) > tolerance:
            last_bad = count
    return last_bad + 1


def harmonics_estimate(x, tolerance):
    r = decay(x)
    return np.log((1 + r) / tolerance) / (-np.log(r))


needed = {}
for x in (1.0, np.pi, 10.0, 100.0):
    needed[x] = harmonics_needed(x, 0.01)
    assert abs(needed[x] - harmonics_estimate(x, 0.01)) < 1.5
assert abs(50 * np.log(200) / harmonics_estimate(100.0, 0.01) - 1) < 0.01

# Angle-dependent scattering, solved without harmonics
for m in range(1, 7):
    assert abs(angular_rate(charged, m) - (2 * m - 1)) < 1e-7
short_g = angular_rate(short_range, 2) / angular_rate(short_range, 1)
assert abs(short_g - 2) < 1e-10
for x in (1.0, np.pi, 6.0):
    assert abs(collision_ratio(x, short_range) - two_rate_ratio(x, 2)) < 1e-8
    charged_formula = np.tanh(x / 2) / (x / 2)
    assert abs(collision_ratio(x, charged) - charged_formula) < 3e-4
    odd_rates = 2 * np.arange(1, 80) - 1.0
    assert abs(fraction_ratio(x, odd_rates) - charged_formula) < 1e-10

# Worked example; lengths in nm and energies in eV
fermi_energy = 0.4
speed = 1.0e6
mean_path = 100.0
period = 200.0
temperature = 300.0
frequency = 1.0e10
magnetic_field = 0.05
bond = 0.142
degeneracy = 4
hbar_v = const.hbar * speed / const.e * 1e9
k_fermi = fermi_energy / hbar_v
q = 2 * np.pi / period
x0 = q * mean_path
ratio = closed_ratio(x0)
sigma_local = degeneracy * const.e**2 / (2 * const.h) * k_fermi * mean_path
density = degeneracy * k_fermi**2 / (4 * np.pi) * 1e14
mobility = const.e * mean_path * 1e-9 / (const.hbar * k_fermi * 1e9)
tau = mean_path * 1e-9 / speed

# Local conductivity from the Fermi-window integral over wavevectors
width = 0.01
k_grid = np.linspace(0, 2 * k_fermi, 20001)
window = 1 / (4 * width * np.cosh((hbar_v * k_grid - fermi_energy)
                                  / (2 * width))**2)
k_integral = np.sum(k_grid * window) * (k_grid[1] - k_grid[0])
sigma_window = (degeneracy * const.e**2 * speed**2 * tau * np.pi
                / (2 * np.pi)**2 * k_integral * 1e18 / const.e)
assert abs(sigma_window / sigma_local - 1) < 1e-5

x_half = brentq(lambda x: integral_ratio(x) - 0.5, 0.1, 10)
assert abs(x_half - np.sqrt(8)) < 1e-8
half_period = 2 * np.pi * mean_path / x_half

# Electron-electron collisions: order-of-magnitude path only
thermal = const.k * temperature / const.e
electron_path = hbar_v * fermi_energy / thermal**2
extra = mean_path / electron_path
ratio_ee_all = two_rate_ratio(x0, 1 + extra)
even_rates = np.ones(400)
even_rates[1::2] += extra
ratio_ee_even = fraction_ratio(x0, even_rates)
all_rates = np.full(400, 1 + extra)
all_rates[0] = 1
assert abs(fraction_ratio(x0, all_rates) - ratio_ee_all) < 1e-10


def thermal_ratio(power, kt):
    """Mean free path proportional to |energy|**power."""
    u = np.linspace(-30, 30, 24001)
    scale = np.maximum(np.abs(fermi_energy + u * kt) / fermi_energy, 1e-7)
    path = scale**power
    weight = scale * path / np.cosh(u / 2)**2
    return np.sum(weight * closed_ratio(x0 * path)) / np.sum(weight)


assert abs(thermal_ratio(0, thermal) - ratio) < 1e-10
assert abs(thermal_ratio(1, 1e-4) - ratio) < 1e-5


def warped_ratio(energy):
    """Honeycomb band with q along y and the field along x."""
    hopping = 2 * hbar_v / (3 * bond)
    root3 = np.sqrt(3)
    bonds = bond * np.array([[1, 0], [-0.5, root3 / 2], [-0.5, -root3 / 2]])
    corner = np.array([0, 4 * np.pi / (3 * root3 * bond)])
    angle = 2 * np.pi * np.arange(1440) / 1440
    direction = np.column_stack((np.cos(angle), np.sin(angle)))

    def band(radius):
        phases = np.exp(1j * (corner + radius[:, None] * direction) @ bonds.T)
        total = phases.sum(axis=1)
        slope = (np.conj(total)[:, None] * (1j * phases @ bonds)).real
        size = np.abs(total)
        return hopping * size, hopping * slope / size[:, None]

    radius = np.full(angle.size, energy / hbar_v)
    for _ in range(12):
        value, slope = band(radius)
        radius -= (value - energy) / np.sum(slope * direction, axis=1)
    value, slope = band(radius)
    assert np.max(np.abs(value - energy)) < 1e-9
    weight = radius / np.sum(slope * direction, axis=1) * slope[:, 0]**2
    response = weight / (1 + 1j * x0 * slope[:, 1] / hbar_v)
    return np.sum(response).real / np.sum(weight)


assert abs(warped_ratio(0.001) - ratio) < 1e-3
ratio_warped = warped_ratio(fermi_energy)

# Finite frequency: each relaxation rate acquires the same imaginary part
omega_tau = 2 * np.pi * frequency * tau
complex_rate = 1 - 1j * omega_tau
ratio_ac = 2 / (complex_rate + np.sqrt(complex_rate**2 + x0**2))
ac_integral = 2 * np.mean(np.sin(grid)**2
                          / (complex_rate + 1j * x0 * np.cos(grid)))
assert abs(ratio_ac - ac_integral) < 1e-10
field = frequency * magnetic_field * period * 1e-9


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Fermi energy", fermi_energy, "eV")
show("Fermi speed", speed, "m/s")
show("Transport mean free path", mean_path, "nm")
show("Stripe period", period, "nm")
show("Temperature", temperature, "K")
show("Fermi wavevector", k_fermi, "1/nm")
show("Sheet density", density, "cm^-2")
show("Mobility", mobility * 1e4, "cm2/Vs")
show("Wavevector q", q, "1/nm")
show("x = q lambda", x0)
show("Tail value K", 1 / ratio)
show("Harmonic error factor r", decay(x0))
show("Conductivity ratio, closed form", ratio)
show("Conductivity ratio, angular integral", integral_ratio(x0))
show("Local sheet conductivity", sigma_local * 1e3, "mS")
show("Sheet conductivity at q", sigma_local * ratio * 1e3, "mS")
print(f"Half-conductivity period: {half_period:.2f} nm"
      f" = {10 * half_period:.1f} angstrom")
print("Ratios at x = 1, pi, 10: "
      + ", ".join(f"{closed_ratio(x):.6f}" for x in (1.0, np.pi, 10.0)))
print("Truncated ratio at x = pi, N = 1 to 6: "
      + ", ".join(f"{matrix_ratio(np.pi, n):.5f}" for n in range(1, 7)))
print("Relative truncation error in percent; columns N, x=1, x=pi, x=10")
for count in counts:
    row = [100 * truncation_error(x, count) for x in (1.0, np.pi, 10.0)]
    print(f"{count:3d} " + " ".join(f"{value:12.3e}" for value in row))
print("N for lasting 1 percent accuracy at x = 1, pi, 10, 100: "
      + ", ".join(str(needed[x]) for x in (1.0, np.pi, 10.0, 100.0)))
print("Estimated N at the same x: "
      + ", ".join(f"{harmonics_estimate(x, 0.01):.2f}"
                  for x in (1.0, np.pi, 10.0, 100.0)))
show("Ratio, short-range graphene scattering", two_rate_ratio(x0, short_g))
show("Ratio, unscreened charged impurities", np.tanh(x0 / 2) / (x0 / 2))
show("Electron-electron path, rough estimate", electron_path, "nm")
show("Ratio, extra relaxation of all m >= 2", ratio_ee_all)
show("Ratio, extra relaxation of even m only", ratio_ee_even)
show("Thermal energy", thermal, "eV")
show("Thermal ratio, path proportional to energy", thermal_ratio(1, thermal))
show("Thermal ratio, path inverse to energy", thermal_ratio(-1, thermal))
show("Bond length for warping, rough value", bond, "nm")
show("Ratio on warped Fermi line", ratio_warped)
show("Drive frequency", frequency / 1e9, "GHz")
show("Omega tau", omega_tau)
show("Relative change at drive frequency", abs(ratio_ac / ratio - 1))
show("Magnetic stripe amplitude", magnetic_field, "T")
show("Orbit bending, cyclotron frequency times tau", mobility * magnetic_field)
show("Electric field amplitude", field * 1e-8, "MV/cm")
show("Energy gained over one mean free path", field * mean_path * 1e-9, "eV")
show("Quantum scale q/(2 k_F)", q / (2 * k_fermi))
print("OK")
```

Printed output:

```
Fermi energy: 0.4 eV
Fermi speed: 1e+06 m/s
Transport mean free path: 100 nm
Stripe period: 200 nm
Temperature: 300 K
Fermi wavevector: 0.60771 1/nm
Sheet density: 1.1755e+13 cm^-2
Mobility: 2500 cm2/Vs
Wavevector q: 0.031416 1/nm
x = q lambda: 3.1416
Tail value K: 2.1485
Harmonic error factor r: 0.53455
Conductivity ratio, closed form: 0.46545
Conductivity ratio, angular integral: 0.46545
Local sheet conductivity: 4.7086 mS
Sheet conductivity at q: 2.1916 mS
Half-conductivity period: 222.14 nm = 2221.4 angstrom
Ratios at x = 1, pi, 10: 0.828427, 0.465451, 0.180998
Truncated ratio at x = pi, N = 1 to 6: 1.00000, 0.28840, 0.58425, 0.40957, 0.49737, 0.44899
Relative truncation error in percent; columns N, x=1, x=pi, x=10
  1    2.071e+01    1.148e+02    4.525e+02
  2   -3.431e+00   -3.804e+01   -7.875e+01
  3    5.922e-01    2.552e+01    1.817e+02
  4   -1.015e-01   -1.201e+01   -5.980e+01
  5    1.742e-02    6.858e+00    9.600e+01
  6   -2.989e-03   -3.536e+00   -4.402e+01
  8   -8.797e-05   -1.019e+00   -3.159e+01
 12   -7.623e-08   -8.350e-02   -1.542e+01
 16   -6.606e-11   -6.820e-03   -7.212e+00
 24   -4.961e-17   -4.547e-05   -1.499e+00
 32   -3.725e-23   -3.031e-07   -3.050e-01
N for lasting 1 percent accuracy at x = 1, pi, 10, 100: 3, 9, 27, 265
Estimated N at the same x: 2.70, 8.04, 26.06, 264.42
Ratio, short-range graphene scattering: 0.53703
Ratio, unscreened charged impurities: 0.58388
Electron-electron path, rough estimate: 393.95 nm
Ratio, extra relaxation of all m >= 2: 0.48441
Ratio, extra relaxation of even m only: 0.5027
Thermal energy: 0.025852 eV
Thermal ratio, path proportional to energy: 0.45954
Thermal ratio, path inverse to energy: 0.46389
Bond length for warping, rough value: 0.142 nm
Ratio on warped Fermi line: 0.46338
Drive frequency: 10 GHz
Omega tau: 0.0062832
Relative change at drive frequency: 0.0019058
Magnetic stripe amplitude: 0.05 T
Orbit bending, cyclotron frequency times tau: 0.0125
Electric field amplitude: 1e-06 MV/cm
Energy gained over one mean free path: 1e-05 eV
Quantum scale q/(2 k_F): 0.025848
OK
```
